\section*{Confinement and strain shifts for a 10 nm electron box}

\section{One half wave between two walls}

Take an electron that can move along one line only, between two impenetrable walls a distance $L=10$ nm apart. Its wave function must vanish at both walls. The smoothest wave that does so is a single half wave, with wavelength $2L$ and wave number
\begin{equation}
k=\frac{2\pi}{2L}=\frac{\pi}{L}=0.314\ \text{nm}^{-1}.
\end{equation}
The electron moves in a crystal, whose periodic potential is absorbed into an effective mass $m=0.06\,m_e$. For this mass $\hbar^2/2m=0.635$ eV nm$^2$, so the kinetic energy is
\begin{equation}
E_1=\frac{\hbar^2k^2}{2m}=0.635\times(0.3142)^2\ \text{eV}=62.7\ \text{meV}.
\label{first}
\end{equation}
This is the price of confining the electron in one dimension.

Now let the box be a dot grown inside a crystal with a smaller lattice spacing. Let the misfit be 7\%. For a first estimate of the volume change, treat the dot as a wide, flat layer. It is squeezed by 7\% along two directions and bulges along the third, which returns about half of the lost volume. The net volume change is then about $-7\%$. A cube has no such preferred direction and is on average squeezed equally along its three axes, but in the simplest elastic model, derived below, its volume change is the same. If the conduction-band edge moves by 5 eV per unit of relative volume change, upward under compression, the shift is about
\begin{equation}
0.07\times 5\ \text{eV}=0.35\ \text{eV}.
\end{equation}

The strain shift is thus between five and six times the confinement energy of one dimension. A dot confines in three dimensions, however, and three times 62.7 meV is 188 meV, so the ratio falls to about two. Both comparisons are correct, but they answer different questions. The sections below derive the two energies and find how far the hard walls, the parabolic band and the guess of a half-recovered volume can be trusted.

\section{Confinement in the box}

Measure energy from the conduction-band edge inside the dot. For one electron in one parabolic band,
\begin{equation}
-\frac{\hbar^2}{2m}\psi''(x)=E\psi(x),\qquad \psi(0)=\psi(L)=0.
\end{equation}
With $E=\hbar^2k^2/2m$ the general solution is $\psi=A\sin kx+B\cos kx$. The wall at $x=0$ requires $B=0$. The wall at $x=L$ then requires $\sin kL=0$, because $A=0$ would leave no electron. Hence $k=n\pi/L$ with $n=1,2,\dots$, and
\begin{equation}
E_n=n^2E_1,\qquad E_1=\frac{\pi^2\hbar^2}{2mL^2}.
\label{levels}
\end{equation}

In a cube the kinetic energy is a sum of three terms, one for each coordinate, and each wall restricts one coordinate. The product $\psi=\sin(n_x\pi x/L)\sin(n_y\pi y/L)\sin(n_z\pi z/L)$ therefore solves the problem, with
\begin{equation}
E=E_1\,(n_x^2+n_y^2+n_z^2).
\end{equation}
The ground state $(1,1,1)$ has energy $3E_1=188$ meV. The first excited level has one quantum number equal to 2, which can be chosen in three ways, and energy $(4+1+1)E_1=6E_1=376$ meV. The spacing is again $3E_1$. A direct diagonalization on a grid with 19 interior points per side gives 187.6 meV for the ground state, 0.2\% below the formula.

Since $E_1\propto L^{-2}$, a small change of size gives $\delta E_1/E_1\approx-2\,\delta L/L$. The energy is 77.4 meV for 9 nm and 51.8 meV for 11 nm. An uncertainty of 1 nm in the side thus matters more than any digit after the first in ``63 meV''.

\section{Strain and the band edge}

\subsection{Which part of the strain matters}

Let $\epsilon_{ij}$ be the elastic strain of the dot relative to its own natural lattice, positive for stretching. To first order the edge shift is a linear function of strain,
\begin{equation}
\Delta E=\sum_{ij}\Xi_{ij}\,\epsilon_{ij}.
\end{equation}
Consider a nondegenerate band edge at the zone centre of a cubic crystal. The point group of every cubic crystal contains half turns about the cube axes and third turns about the body diagonals. These rotations leave this state's energy unchanged, so they must leave the tensor $\Xi_{ij}$ unchanged too. A half turn about $z$ reverses $\Xi_{xz}$ and $\Xi_{yz}$, and one about $x$ reverses $\Xi_{xy}$, so all off-diagonal elements vanish. A third turn permutes the three axes and makes the diagonal elements equal. With $\Xi_{ij}=a_c\delta_{ij}$,
\begin{equation}
\Delta E=a_c\,\mathrm{tr}\,\epsilon .
\label{defpot}
\end{equation}
The trace is the relative volume change to first order. We take $a_c=-5$ eV, so compression raises the edge. Degenerate valence bands also respond to the other parts of the strain. Their levels, and hence the full change of the optical gap, are not estimated here.

\subsection{A coherent layer}

Let the dot material's natural lattice spacing exceed that of the surrounding matrix by the fraction $f=0.07$. Terms of order $f^2$ are dropped. At this misfit the geometric ones alone can move the energy shift found below by up to about 0.03 eV, so its later digits serve only to follow the arithmetic. A wide, thin layer that keeps the matrix spacing in its plane has $\epsilon_{xx}=\epsilon_{yy}=-f$. Its elastic energy density, for a cubic crystal with $z$ along a cube axis, is
\begin{equation}
w=\tfrac12C_{11}(2f^2+\epsilon_{zz}^2)+C_{12}(f^2-2f\epsilon_{zz}).
\end{equation}
The normal strain is free to adjust, so $w$ is a minimum with respect to it:
\begin{equation}
\frac{\partial w}{\partial\epsilon_{zz}}=C_{11}\epsilon_{zz}-2C_{12}f=0
\quad\Rightarrow\quad \epsilon_{zz}=\frac{2C_{12}}{C_{11}}f .
\end{equation}
Adding the three diagonal strains gives
\begin{equation}
\mathrm{tr}\,\epsilon=-2f+\frac{2C_{12}}{C_{11}}f=-2f\left(1-\frac{C_{12}}{C_{11}}\right).
\label{layer}
\end{equation}
For $C_{11}=85$ GPa and $C_{12}=45$ GPa the normal strain is $+7.41\%$, and
\begin{equation}
\mathrm{tr}\,\epsilon=-0.14\times\left(1-\frac{45}{85}\right)=-0.0659,\qquad
\Delta E=(-5)(-0.0659)\ \text{eV}=0.329\ \text{eV}.
\end{equation}
The bulge returns slightly more than half of the volume lost in the plane, as the first estimate assumed.

\subsection{Why a layer formula can serve a dot}

A cube surrounded by matrix is not a layer. In one idealized case this makes no difference to the trace. Suppose that dot and matrix are elastically isotropic with equal Lam\'e constants $\lambda$ and $\mu$, and that the matrix is infinite. Let $\mathbf u$ be the displacement from the matrix lattice, and let $\chi$ be 1 inside the dot and 0 outside. The elastic strain is what remains after the natural expansion of the dot is subtracted:
\begin{equation}
\epsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)-f\chi\,\delta_{ij}.
\end{equation}
The stress is $\sigma_{ij}=\lambda\,\delta_{ij}\,\mathrm{tr}\,\epsilon+2\mu\,\epsilon_{ij}$. Force balance, $\sum_j\partial_j\sigma_{ij}=0$, becomes
\begin{equation}
(\lambda+\mu)\nabla(\nabla\!\cdot\mathbf u)+\mu\nabla^2\mathbf u=(3\lambda+2\mu)f\,\nabla\chi .
\end{equation}
The right side is a gradient, which suggests $\mathbf u=\nabla\phi$. Both terms on the left then become gradients of $\nabla^2\phi$, and their coefficients add to $\lambda+2\mu$:
\begin{equation}
(\lambda+2\mu)\nabla(\nabla^2\phi)=(3\lambda+2\mu)f\,\nabla\chi .
\end{equation}
Integrating, with no strain far away, gives
\begin{equation}
\nabla\!\cdot\mathbf u=\nabla^2\phi=\frac{3\lambda+2\mu}{\lambda+2\mu}\,f\chi .
\end{equation}
Inside the dot we subtract the natural expansion $3f$:
\begin{equation}
\mathrm{tr}\,\epsilon=\left(\frac{3\lambda+2\mu}{\lambda+2\mu}-3\right)f=-\frac{4\mu}{\lambda+2\mu}\,f .
\label{iso}
\end{equation}
In an isotropic solid $C_{11}=\lambda+2\mu$ and $C_{12}=\lambda$, so $1-C_{12}/C_{11}=2\mu/(\lambda+2\mu)$, and Eq.~(\ref{iso}) is Eq.~(\ref{layer}). The shape of the dot never entered. The trace is uniform inside and zero outside, so the matrix band edge does not move. The separate components $\epsilon_{xx}$ and $\epsilon_{zz}$ do depend on shape, but the electron's edge does not feel them to this order.

\section{The comparison}

With hard walls and the layer strain,
\begin{equation}
\frac{\Delta E}{E_1}=\frac{0.329}{0.0627}\approx5.3,\qquad
\frac{\Delta E}{3E_1}=\frac{0.329}{0.188}\approx1.8 .
\end{equation}
Strain clearly exceeds the confinement of one dimension. Against the whole cube it is larger by less than a factor of two, and at this level of estimate the two are comparable.

The ratio depends on size, because the strain in Eq.~(\ref{iso}) contains no length while confinement falls as $L^{-2}$. Hold $f$, $m$ and the moduli fixed and set $E_1=\Delta E$:
\begin{equation}
L=\frac{\pi\hbar}{\sqrt{2m\,\Delta E}}=\pi\sqrt{\frac{0.635}{0.329}}\ \text{nm}=4.4\ \text{nm}.
\end{equation}
For the cube the condition $3E_1=\Delta E$ multiplies this length by $\sqrt3$, which gives 7.6 nm. In the hard-wall model, strain is the larger term above these sizes and confinement below them, as long as the dot stays coherent with the matrix. A dot that is large enough can relieve its misfit through dislocations, which reduces the strain shift. A finite wall lowers the confinement energy, so it moves both crossings to smaller $L$.

The two energies also play different roles. A uniform shift adds a constant to the Hamiltonian,
\begin{equation}
(H+\Delta E)\psi=(E+\Delta E)\psi ,
\end{equation}
so every level rises by the same amount and no wave function changes. With hard walls and a uniform shift the spacing remains $3E_1$, however large the strain. A shift that varies inside the dot could change it. In this model strain therefore affects only where the levels lie relative to the matrix, while confinement both raises them and sets how far apart they are. With walls of finite height there is an indirect link: raising the floor of the dot makes the well shallower.

\section{How far the estimate can be trusted}

\subsection{Walls of finite height}

Suppose that without strain the dot's conduction edge lies 0.9 eV below that of the matrix. Strain lifts the floor by 0.329 eV and leaves a barrier $V=0.571$ eV. In one dimension, with the origin at the centre and equal masses on both sides, the ground state is $\cos kx$ inside and decays as $e^{-\kappa|x|}$ outside, where $\hbar^2\kappa^2/2m=V-E$. Continuity of $\psi'/\psi$ at $x=L/2$ gives
\begin{equation}
k\tan\frac{kL}{2}=\kappa .
\end{equation}
Define $z=kL/2$ and $z_0=(L/2)\sqrt{2mV}/\hbar$. Since $k^2+\kappa^2=2mV/\hbar^2$, the condition becomes $z\tan z=\sqrt{z_0^2-z^2}$.

For a deep well $z_0\gg1$, and $z$ lies just below $\pi/2$. Write $z=\pi/2-\eta$. Then $\tan z=\cot\eta\approx1/\eta$, and the right side is close to $z_0$, so $\eta\approx z/z_0$. Hence $z(1+1/z_0)\approx\pi/2$ and
\begin{equation}
E\approx\frac{E_1}{(1+1/z_0)^2}=\frac{\pi^2\hbar^2}{2m(L+2\delta)^2},\qquad
\delta=\frac{\hbar}{\sqrt{2mV}} .
\label{deep}
\end{equation}
The electron behaves as if each wall stood back by the penetration depth $\delta$. Here $\delta=\sqrt{0.635/0.571}\approx1.05$ nm, so the effective side is 12.1 nm and $E\approx43$ meV. The full matching condition gives 42.5 meV, about a third below the hard-wall value.

For the cube, a three-dimensional diagonalization gives a ground energy of 127 meV and a spacing of 124 meV, against 188 meV for both with hard walls. The finite wall is thus a large correction to the confinement energy, although it leaves its order of magnitude intact.

\subsection{A band that is not parabolic}

The gap in the strained dot is taken as $E_g=0.7$ eV, and 188 meV is not small beside it. The simplest description couples the conduction band to one valence band through a term $Pk$:
\begin{equation}
\begin{pmatrix}0&Pk\\ Pk&-E_g\end{pmatrix}
\quad\Rightarrow\quad E(E+E_g)=P^2k^2 .
\end{equation}
At small $k$ this reads $E\,E_g\approx P^2k^2$, which must equal $E_g\hbar^2k^2/2m$. That fixes $P^2$, and
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m} .
\end{equation}
For the hard-walled cube the right side is $3E_1$. The positive root is
\begin{equation}
E=\frac{E_g}{2}\left(\sqrt{1+\frac{12E_1}{E_g}}-1\right)=154\ \text{meV},
\end{equation}
18\% below the parabolic value. This treats $m$ as the mass at the band edge. If 0.06 is already an effective value for the energies in question, some or all of the correction has been counted. It was computed with hard walls and should not simply be added to the finite-wall correction.

\subsection{Elastic anisotropy}

Equation~(\ref{iso}) needs an isotropic medium, for which $C_{44}=(C_{11}-C_{12})/2$. With the moduli chosen here that would be 20 GPa, while the dot has $C_{44}=40$ GPa. A layer whose normal is a cube axis relaxes along a soft direction. Along a body diagonal the stiffness against a change of length with fixed sides is $(C_{11}+2C_{12}+4C_{44})/3$, which exceeds $C_{11}$ whenever $2C_{44}>C_{11}-C_{12}$. The strain field of an embedded cube varies along all directions, including the stiff ones, so the cube recovers less volume than the layer.

Solving force balance for the cube with cubic moduli, the same in dot and matrix, confirms this. The trace is no longer uniform, and first-order perturbation theory calls for its average over the electron density. Higher orders are not estimated here. With the hard-wall density the average is $-8.8$ to $-8.9\%$, the last digit depending on the grid, and the shift is 0.44 eV instead of 0.33 eV.

\subsection{A stiffer matrix}

The matrix moduli are taken as 120, 55 and 60 GPa for $C_{11}$, $C_{12}$ and $C_{44}$, stiffer than the dot. A sphere of radius $R$ shows the effect in closed form. Replace both materials by isotropic ones, with bulk modulus $K=(C_{11}+2C_{12})/3$ and the direction-averaged shear modulus $\mu=(C_{11}-C_{12}+3C_{44})/5$. The radial displacement is $ar$ inside and $aR^3/r^2$ outside, which is continuous at $R$. Inside, the elastic strain is $a-f$ in every direction, so the radial stress is $3K_{\rm d}(a-f)$. Outside, the trace vanishes and the radial stress is $2\mu_{\rm m}\,du/dr=-4\mu_{\rm m}a$ at $r=R$. Equating the two,
\begin{equation}
3K_{\rm d}(a-f)=-4\mu_{\rm m}a
\quad\Rightarrow\quad a=\frac{3K_{\rm d}}{3K_{\rm d}+4\mu_{\rm m}}\,f ,
\end{equation}
\begin{equation}
\mathrm{tr}\,\epsilon=3(a-f)=-\frac{12\mu_{\rm m}}{3K_{\rm d}+4\mu_{\rm m}}\,f .
\label{sphere}
\end{equation}
A matrix without shear stiffness lets the dot expand freely, and the strain vanishes. A rigid matrix gives $-3f$, the full misfit in all three directions. For equal isotropic media $3K+4\mu=3(\lambda+2\mu)$, and Eq.~(\ref{iso}) returns.

With $K_{\rm d}=58.3$ GPa and $\mu_{\rm m}=49$ GPa,
\begin{equation}
\mathrm{tr}\,\epsilon=-\frac{12\times49}{175+196}\times0.07=-0.111,\qquad \Delta E=0.555\ \text{eV}.
\end{equation}
If the matrix instead has the dot's own averaged shear modulus, 32 GPa, the shift is 0.444 eV, close to the result for the anisotropic cube. The layer formula therefore gives the lowest of these estimates. All of them use linear elasticity. At a compression of 11\% the pressure in the dot is about 6.5 GPa, where a real crystal stiffens. If the bulk modulus rises with pressure at a typical rate $dK/dP\approx4.5$ and the matrix stays linear, the 0.555 eV falls to about 0.48 eV, which would also lower the second ratio below.

The larger shift leaves a barrier of only 0.345 eV. The cube's ground energy is then 115 meV and its spacing 108 to 109 meV, the last digit depending on the basis. Combining each shift with its own barrier gives
\begin{equation}
\frac{0.329}{0.127}\approx2.6\qquad\text{and}\qquad\frac{0.555}{0.115}\approx4.8 .
\end{equation}
Both corrections push the comparison toward strain. The hard-wall ratio of 1.8 for the whole cube is thus low for these parameters. In either case the level, at $\Delta E$ plus the confinement energy, stays below the 0.9 eV edge of the matrix, so the electron remains bound.

\subsection{Temperature}

At 300 K the thermal energy is 25.9 meV. For one electron shared between the ground level and the threefold first excited level, the population ratio with the deeper barrier is $3e^{-124/25.9}\approx0.025$. The levels are well separated thermally within this model. Escape to the many states of the matrix is a separate question, which the ratio does not address.

\section{Beside a real dot}

The parameters are rough values for the regime of InAs dots in GaAs, whose lattice misfit is indeed about 7\%. The mass and the shape need particular care. The band-edge mass of bulk InAs is less than half of $0.06\,m_e$. Strain and confinement make the electron heavier, by an amount not calculated here. The choice matters, because halving the mass would double the hard-wall energy to about 125 meV per dimension. Real dots are also usually flatter than a cube, often a few nanometres high and considerably wider. For a height of 5 nm the hard-wall energy of that dimension is $4E_1\approx0.25$ eV. With the 0.571 eV barrier, Eq.~(\ref{deep}) reduces it to about 0.12 eV, still nearly three times the 43 meV found for 10 nm. Intermixing with the matrix lowers the misfit, and with fixed moduli and $a_c$ the shift falls in proportion: half the misfit gives half the shift. Piezoelectric fields and the mass difference across the wall have been left out and not sized.

All strain figures here assume a dot without dislocations. Over 10 nm a misfit of 7\% adds up to 0.7 nm, more than one lattice constant, so a real cube of this size may not meet that condition. For a compact, coherent 10 nm dot with these parameters, the usable figures are some 40 to 60 meV of confinement per dimension, 0.11 to 0.19 eV for the cube, and 0.3 to 0.6 eV of strain shift. The confinement ranges take the finite wall and the nonparabolic band one at a time; together the two would lower the bottom ends somewhat. These ranges hold for $m=0.06\,m_e$ only. In the two-band model this mass and a gap of 0.7 eV imply $2m_eP^2/\hbar^2=E_g\,m_e/m\approx12$ eV, about half the value usually quoted for InAs. The InAs value would give a band-edge mass near $0.033\,m_e$ and a cube energy of about 0.20 eV with the 0.571 eV barrier, or 0.25 eV with hard walls and the nonparabolic band. That is above the range given, though still below the strain shift. For a cube of this size the figures settle which term is larger, but they do not predict a spectral line. The computed values are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (material values are rough)
box side: 10.0 nm
effective mass: 0.060 m_e
misfit: 7.0 %
deformation potential a_c: -5.0 eV
dot C11, C12, C44: 85.0 45.0 40.0 GPa
matrix C11, C12, C44: 120.0 55.0 60.0 GPa
unstrained conduction offset: 0.90 eV
strained gap: 0.70 eV
CONFINEMENT, HARD WALLS
hbar^2/(2m): 0.6350 eV nm^2
wave number pi/L: 0.3142 1/nm
E1 per dimension: 62.7 meV
E1 from 1D grid: 62.7 meV
cube ground 3 E1: 188.0 meV
cube ground from 3D grid: 187.6 meV
cube first excited 6 E1: 376.0 meV
E1 for side 9 nm: 77.4 meV
E1 for side 11 nm: 51.8 meV
STRAIN, LAYER FORMULA
in-plane strain: -7.00 %
normal strain: 7.41 %
strain trace: -6.59 %
conduction-edge shift: 0.329 eV
shift / E1: 5.26
shift / (3 E1): 1.75
side where E1 equals shift: 4.36 nm
side where 3 E1 equals shift: 7.55 nm
NEGLECTED EFFECTS
cubic moduli, cube: weighted trace: -8.83 %
cubic moduli, cube: shift: 0.441 eV
averaged shear modulus, dot: 32.0 GPa
averaged shear modulus, matrix: 49.0 GPa
bulk modulus, dot: 58.3 GPa
sphere, equal moduli: shift: 0.444 eV
sphere, stiffer matrix: trace: -11.09 %
sphere, stiffer matrix: shift: 0.555 eV
layer-shift barrier: 0.571 eV
  1D ground, finite wall: 42.5 meV
  cube ground, finite wall: 127.4 meV
  cube level spacing, finite wall: 124.2 meV
stiff-matrix barrier: 0.345 eV
  1D ground, finite wall: 38.5 meV
  cube ground, finite wall: 114.6 meV
  cube level spacing, finite wall: 108.5 meV
cube ground, nonparabolic, hard wall: 154.1 meV
temperature: 300 K
thermal energy kT: 25.9 meV
\end{verbatim}
